# Zero Forces Do Not Prove a Minimum: The Undimerized Chain

**Q:** I relaxed a chain of equally spaced atoms, one electron per atom, in a plane-wave calculation. The largest force is below the stopping criterion. That makes the structure a minimum, doesn't it?

**A:** It makes it a stationary point. The force is minus the first derivative of the energy, and the first derivative vanishes at a minimum, at a maximum and at a saddle alike. To tell them apart you need the second derivatives.

**Q:** But the relaxation moves downhill. If there were a lower structure nearby, the forces would have pushed the atoms towards it.

**A:** They push only if they have a component in that direction, and symmetry can forbid one. Let us take a model small enough to follow completely. A periodic cell of fixed length $L=4a$ holds four identical atoms at

$$R_j=ja+u_j,\qquad j=0,1,2,3 .$$

The electrons are independent and spin-paired. In atomic units, the Hamiltonian in plane waves $k+G$ is

$$H_{GG'}=\tfrac12(k+G)^2\delta_{GG'}+\sum_j v(G-G')\,e^{-i(G-G')R_j},\qquad v(q)=-\frac{A}{L}e^{-q^2w^2/2},$$

so each atom is a Gaussian well of area $A$ and width $w$. Four electrons fill the two lowest levels at each of $n$ mesh points $k$. Springs between neighbours stand for the short-range repulsion. With the bond stretch $x_j=u_{j+1}-u_j$ (indices taken modulo 4), the energy per cell is

$$E(u)=\frac2n\sum_k\sum_{\nu=1}^{2}\varepsilon_{\nu k}+\sum_j\left(\tfrac12\kappa x_j^2+\tfrac14\beta x_j^4\right).$$

**Q:** Are the plane-wave forces the true derivatives of this energy, or could a missing term hide the downhill direction?

**A:** They are the true derivatives. Write a level as $\varepsilon=c^\dagger Hc$ with $c^\dagger c=1$. Then

$$\frac{\partial\varepsilon}{\partial u_j}=c^\dagger\frac{\partial H}{\partial u_j}c+\frac{\partial c^\dagger}{\partial u_j}Hc+c^\dagger H\frac{\partial c}{\partial u_j}.$$

Because $Hc=\varepsilon c$, the last two terms equal $\varepsilon\,\partial(c^\dagger c)/\partial u_j=0$. No further term appears, since the plane waves do not move with the atoms and the cell is fixed. Only $\partial H/\partial u_j$ remains, which multiplies each term of atom $j$ by $-i(G-G')$. The forces were tested against energy differences at a structure without symmetry; the largest deviation was about $10^{-9}$ hartree/bohr.

**Q:** Then where does symmetry enter?

**A:** Through the energy. Take the mirror through atom 0. It keeps atoms 0 and 2 in place, exchanges 1 and 3, and reverses displacements. As a matrix $S$ acting on $u$,

$$S(u_0,u_1,u_2,u_3)=(-u_0,-u_3,-u_2,-u_1).$$

The mirrored chain has the same energy, $E(Su)=E(u)$. The atoms are identical, so the mirror carries the levels at $k$ to the levels at $-k$ of the mirrored chain, and time reversal (the potential is real) makes the levels at $k$ and $-k$ equal for any structure. For this mirror the equality therefore holds on any mesh. Differentiate both sides with respect to $u$. The chain rule gives

$$S^{T}\,\nabla E(Su)=\nabla E(u).$$

Now multiply by $S$. Since $SS^T=1$, and $F=-\nabla E$,

$$F(Su)=S\,F(u).$$

If the structure has the mirror, $Su=u$, then $F=SF$: the forces have it too. A step to $u+\alpha F$ gives

$$S(u+\alpha F)=Su+\alpha SF=u+\alpha F,$$

so the new structure keeps the mirror. The same reasoning holds for every operation of the starting space group that the k mesh shares. If the mesh, completed by $-k$ for every $k$, lacks an operation, $E(Su)=E(u)$ is no longer guaranteed for it, and the computed forces can break that symmetry. The same applies to the real-space grid on which plane-wave codes evaluate potentials; this model has no such grid.

**Q:** That is steepest descent. My code uses BFGS.

**A:** BFGS builds its steps from the forces and from earlier changes of position and force. If its first inverse Hessian is a multiple of the unit matrix, all these vectors are symmetric, and so are their combinations. The conclusion is the same in exact arithmetic.

There is a condition on the electrons: their occupied state must share the symmetry. With a partly filled degenerate level, a calculation may pick one of several states and break the symmetry through the density. My mesh has even $n$ and points at half-integer multiples of the spacing, which avoids the degenerate point of this chain.

**Q:** Which direction is being hidden?

**A:** Dimerization, in which long and short bonds alternate. Define

$$e=\tfrac12(-1,1,-1,1),\qquad u=s\,e .$$

The first bond is stretched by $u_1-u_0=s/2+s/2=s$, the next by $-s$, and so on, so the bonds are $a\pm s$. Under the mirror, $Se=-e$. For a mirror-symmetric structure, using $S^T=S$,

$$e\cdot F=e\cdot SF=(Se)\cdot F=-e\cdot F\quad\Rightarrow\quad e\cdot F=0 .$$

The force along $e$ vanishes whatever the energy does in that direction.

**Q:** At equal spacing all forces vanish anyway, so the optimizer had nothing to do. If I start from a distorted chain and the atoms really move, surely the end point is a minimum?

**A:** Not if the distortion keeps the mirror. I took $a=3$ bohr, $A=1$ hartree·bohr, $w=0.7$ bohr, $\kappa=0.12$ hartree/bohr², $\beta=0.2$ hartree/bohr⁴ and $n=20$, and started from

$$u=(0,\,0.30,\,0,\,-0.30)\ \text{bohr}.$$

The forces were $(0,-0.045,0,0.045)$ hartree/bohr, far above the criterion of $10^{-4}$. I used steepest descent with $\alpha=1$ bohr²/hartree and averaged the forces over the mirror, which removes the rounding noise that would break it. After 47 steps the energy had fallen from $-1.19045$ to $-1.20239$ hartree and the largest force was $9.5\times10^{-5}$ hartree/bohr. The largest remaining displacement was $8\times10^{-4}$ bohr: the chain had become equally spaced.

**Q:** That looks like a perfectly good relaxation. The energy went down, and the forces went to zero.

**A:** Now look at the second derivatives, $H_{ij}=-\partial F_i/\partial u_j$. Near equal spacing, with $Q_i$ the amplitudes along the normalized eigenvectors,

$$E\simeq E_0+\tfrac12\sum_i\lambda_iQ_i^2 .$$

The linear term is absent because the forces vanish there. The four eigenvalues are

$$-0.469,\quad 0,\quad 0.115,\quad 0.115\ \text{hartree/bohr}^2 .$$

The zero belongs to a shift of the whole chain. The negative one belongs to $e$; energies at $\pm s$ give the same curvature. So the end point is a saddle. The starting distortion lay along one of the two stable patterns, and the run descended in that direction while balanced on a ridge in another.

**Q:** What makes dimerization so favourable?

**A:** Mainly the electrons near the Fermi points. With two spins and one electron per atom, the filled states of the equally spaced chain satisfy $2\cdot 2k_F/(2\pi)=1/a$, so $k_F=\pi/(2a)$. Dimerization has period $2a$, and its Fourier component $2\pi/(2a)=2k_F$ couples the states at $k_F$ and $-k_F$, which have equal energy. In the four-atom cell both fold to $k=0$, because $k_F=2\pi/L\equiv b$ is a reciprocal-lattice vector.

Let $q$ be the distance from this point and $v$ the slope of the band. Measured from the Fermi level, the two levels are $\pm vq$, and dimerization couples them with strength $g|s|$ to leading order in $s$. The $2\times2$ problem has the eigenvalues

$$\pm\sqrt{(vq)^2+(gs)^2}.$$

The lower level is filled and the upper one empty. The filled level therefore changes by

$$-\left[\sqrt{(vq)^2+(gs)^2}-vq\right]\simeq-\frac{g^2s^2}{2vq}\qquad(g|s|\ll vq).$$

The mesh points lie at $q=(i+\tfrac12)b/n$ on both sides of the crossing. Two spins, weight $1/n$ and two sides give

$$\delta E\simeq-\frac{4}{n}\sum_i\frac{g^2s^2\,n}{2vb(i+\frac12)}=-\frac{2g^2s^2}{vb}\sum_i\frac1{i+\frac12}.$$

Two derivatives with respect to $s$ turn the prefactor into $-4g^2/(vb)$. The number of terms is proportional to $n$, so the sum grows as $\ln n$ plus a constant. Doubling a fine mesh thus lowers the curvature by

$$\frac{4g^2\ln2}{vb}.$$

**Q:** Does that agree with the full calculation?

**A:** The gap opened by a small $s$ gives $g=0.1082$ hartree/bohr, and the undistorted band gives $v=0.5042$ hartree·bohr. With $b=2\pi/12=0.5236$ bohr⁻¹,

$$\frac{4(0.1082)^2(0.6931)}{(0.5042)(0.5236)}\simeq0.123\ \text{hartree/bohr}^2 .$$

Going from 40 to 80 points, the curvature fell from $-0.592$ to $-0.715$, which is also a drop of 0.123.

**Q:** Then the curvature has no limit as the mesh is refined?

**A:** Not at $s=0$, in this model. At finite $s$ the square root cuts the logarithm off. Replace the sum by an integral up to some fixed $q_c$, write $\Delta=g|s|$, and take $\Delta\ll vq_c$:

$$\delta E=-\frac4b\int_0^{q_c}\left[\sqrt{(vq)^2+\Delta^2}-vq\right]dq\simeq-\frac{2\Delta^2}{vb}\left[\ln\frac{2vq_c}{\Delta}+\frac12\right].$$

This varies as $s^2\ln(1/|s|)$. The four springs cost $4\cdot\tfrac12\kappa s^2=2\kappa s^2$, and the remaining electronic terms are also of order $s^2$. For small enough $s$ the logarithm wins, however stiff the springs. The result assumes independent electrons at zero temperature, one electron per atom and fixed classical nuclei. Smearing fills both levels almost equally where $vq\ll kT$, so their opposite shifts cancel there and the logarithm is cut off at $kT$. The curvature at $s=0$ then has a limit on fine meshes, but at small $kT$ it still falls by $4g^2\ln2/(vb)$ each time $kT$ is halved. Equal spacing becomes stable against dimerization only above a critical smearing, which for this model with Fermi–Dirac occupations is about $0.03$ hartree (0.8 eV). The Hessian has to be computed for the occupations actually used.

**Q:** Could a coarse mesh show a minimum where there is none?

**A:** Yes. The springs contribute $4\kappa=0.48$ hartree/bohr² to the curvature. With 2 mesh points the total is $-0.062$, so the electrons contribute $-0.542$; with 20 points they contribute $-0.469-0.48=-0.949$. In my example the sign is right on both meshes. Had I chosen $\kappa=0.20$, the springs would give 0.80, and the totals would be $+0.258$ and $-0.149$. The coarse mesh would have declared the saddle stable.

**Q:** How do I get off the saddle?

**A:** Displace the atoms so that the unwanted symmetry is gone, switch off symmetry in the calculation, including any reduction of the k mesh that relies on it, and relax again. I used $s=0.01$ bohr. The chain went to $s=0.321$ bohr, with bonds of 2.68 and 3.32 bohr. The energy fell from $-1.2024$ to $-1.2087$ hartree, a gain of 0.0063 hartree, or 173 meV per four-atom cell. For the same two structures, 80 mesh points give 0.0064 hartree (175 meV), and a higher cutoff lowers the gain by about 0.2 meV, so the last digit of 173 is not converged. A gap of 0.070 hartree (1.90 eV) opened at $k=0$, close to $2gs=2(0.1082)(0.321)=0.069$ hartree.

**Q:** And this time it is a minimum?

**A:** Its Hessian eigenvalues are 0, 0.181, 0.294 and 0.325 hartree/bohr². Apart from the shift of the whole chain, all are positive, so it is a local minimum among the structures that fit in this cell at this length. A distortion with a longer period has not been examined. The same limitation is more severe in a one-atom cell: its only displacement is a shift of the whole chain, so it cannot show dimerization at all.

**Q:** Would any tiny kick do?

**A:** It must produce a force that the stopping rule can see. For small $s$ the force along $e$ is $|\lambda|s$, and each atom carries half of it, because the components of $e$ are $\pm\tfrac12$. The condition is

$$\frac{|\lambda|s}{2}>F_{\rm tol}\quad\Rightarrow\quad s>\frac{2\times10^{-4}}{0.469}=4.3\times10^{-4}\ \text{bohr}.$$

With half this displacement, the forces are below the criterion and the relaxation stops before its first step. This threshold is for a kick purely along $e$. A random kick also excites the stable patterns, and while their forces keep the relaxation running, a smaller component along $e$ can grow. It must become visible to the stopping rule before those forces die out.

**Q:** Computers round their numbers. Shouldn't that supply the kick for free?

**A:** It can, but you cannot rely on it. Near equal spacing the force along $e$ is $-\lambda s$, so one steepest-descent step gives

$$s\to s-\alpha\lambda s=(1-\alpha\lambda)s=1.469\,s .$$

The observed growth per step was 1.469 as well. Along the symmetric path, the raw forces broke the mirror by at most $6\times10^{-16}$ hartree/bohr. If all 47 steps grew at the rate found near equal spacing, the factor would be $1.469^{47}\simeq7\times10^7$. Growth is slower at the distorted start, while new rounding errors enter at every step, so this gives only an order of magnitude for the dimerization: about $5\times10^{-8}$ bohr. The run without force averaging ended with $7\times10^{-8}$ bohr, far too little for the stopping rule to notice. It reported convergence at the saddle.

**Q:** And if I tighten the criterion?

**A:** I tried $10^{-6}$ hartree/bohr, again without averaging. The stable pattern shrinks by a factor $1-0.115=0.885$ per step, so reducing its force another hundredfold takes about $\ln100/0.122\simeq38$ steps. The noise needs only about 10 steps to produce a force above $10^{-6}$. It won the race: after 115 steps the run ended at $|s|=0.32$ bohr, the dimerized structure. BFGS from the same start, with a criterion of $10^{-5}$ hartree/bohr, ended at equal spacing, with a dimerization of only $3\times10^{-14}$ bohr. The step count and the residual amplitudes are set by rounding and change from one implementation to another. Whether rounding rescues you depends on the optimizer, the criterion and the treatment of symmetry.

**Q:** So "the symmetric saddle is never left" needs a qualification.

**A:** It holds in exact arithmetic, or when the forces are symmetrized, provided the k mesh, any real-space grid and the electronic state keep the symmetry. The structure may gain symmetry on the way, as my distorted start did, but it does not lose what it had. For your chain, the converged forces establish a stationary point. Compute the Hessian in a cell that can hold the distortion, or kick the atoms and relax again; the numerical output below shows how different the two end points are.

## Values computed for the example and the checks

```
atom spacing a: 3.0 bohr
cell length: 12.0 bohr
well area: 1.0 hartree bohr
well width: 0.7 bohr
spring constant, quadratic: 0.12 hartree/bohr^2
spring constant, quartic: 0.2 hartree/bohr^4
plane-wave cutoff: 9.0 hartree
k points in full zone: 20
largest force error against energy differences: 1.1e-09 hartree/bohr
symmetric start, displacements: 0.00 0.30 0.00 -0.30 bohr
symmetric start, forces: 0.00000 -0.04515 0.00000 0.04515 hartree/bohr
symmetric start, energy: -1.190451 hartree
force criterion: 0.0001 hartree/bohr
relaxation with averaged forces, steps: 47
largest mirror-breaking raw force on its path: 6.4e-16 hartree/bohr
its final largest displacement: 8.3e-04 bohr
its final largest force: 9.5e-05 hartree/bohr
its final energy: -1.202391 hartree
without averaging, final dimerization: 7.4e-08 bohr
bound on it from rounding noise: 1.2e-07 bohr
without averaging, criterion 1e-6 hartree/bohr, steps: 115
its final dimerization: 3.2e-01 bohr
BFGS from same start, final dimerization: 3.3e-14 bohr
equal spacing, energy: -1.202391 hartree
equal spacing, Hessian eigenvalues: -0.46934 0.00000 0.11483 0.11483 hartree/bohr^2
overlap of lowest mode with dimerization: 1.000000
same curvature from energies: -0.46931 hartree/bohr^2
kick s: 0.01 bohr
kicked relaxation, steps: 79
dimerized chain, s: 0.3209 bohr
short and long bond: 2.6791 3.3209 bohr
dimerized chain, energy: -1.208735 hartree
dimerized chain, Hessian eigenvalues: 0.00000 0.18064 0.29429 0.32531 hartree/bohr^2
energy gain per four-atom cell: 0.006343 hartree
energy gain per four-atom cell: 172.61 meV
energy gain at 80 k points, same structures: 0.006446 hartree
gap of dimerized chain: 0.06979 hartree
gap of dimerized chain: 1.899 eV
smallest kick s above criterion: 4.26e-04 bohr
steps until rounding noise gives s = 0.1 bohr: 84
noise growth per step, observed: 1.46934
noise growth per step, from Hessian: 1.46934
E(s) - E(0) at s = 0.2 bohr: -0.004518 hartree
E(s) - E(0) at s = 0.4 bohr: -0.005160 hartree
E(s) - E(0) at s = 0.6 bohr: 0.014243 hartree
E(s) - E(0) at s = 0.8 bohr: 0.074572 hartree
E(s) - E(0) at s = 1.0 bohr: 0.203575 hartree
dimerization curvature, 2 k points: -0.06208 hartree/bohr^2
dimerization curvature, 4 k points: -0.18430 hartree/bohr^2
dimerization curvature, 10 k points: -0.34650 hartree/bohr^2
dimerization curvature, 20 k points: -0.46934 hartree/bohr^2
dimerization curvature, 40 k points: -0.59220 hartree/bohr^2
dimerization curvature, 80 k points: -0.71507 hartree/bohr^2
half-gap slope g: 0.10817 hartree/bohr
band velocity v: 0.50421 hartree bohr
curvature drop 40 to 80 k points, direct: 0.12286 hartree/bohr^2
curvature drop on doubling, from g and v: 0.12287 hartree/bohr^2
curvature change for cutoff 16 hartree: 1.1e-04 hartree/bohr^2
```
